# The minimum thermoelastic quality factor of a silicon beam: a numerical check

```python
"""
Thermoelastic damping of a thin silicon beam in bending.
Result under test: with relaxation strength Delta = E alpha^2 T / C, the
single-relaxation (Zener) quality factor has the minimum 2/Delta, near 9500
for the silicon data below; the full transverse heat-flow solution
  1/Q = Delta*(6/xi^2 - 6/xi^3*(sinh xi + sin xi)/(cosh xi + cos xi))
never falls below that bound and has a minimum about one percent higher.
E: isothermal Young modulus, alpha: linear expansivity, C: heat capacity per
volume, T: temperature, D = kappa/C: heat diffusivity, h: thickness,
tau = h^2/(pi^2 D), x = omega*tau, xi = h*sqrt(omega/(2D)) = pi*sqrt(x/2).
SI units inside; engineering units in the printed output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
# Data of the exercise
E, alpha, C, T = 169e9, 2.6e-6, 1.63e6, 300.0
# Rough typical silicon values
kappa, rho = 150.0, 2330.0
c11, c12, c44 = 166e9, 64e9, 80e9
alpha_slope, C_slope = 8e-9, 1.7e3
# Chosen beam and operating conditions
h, width, L = 20e-6, 20e-6, 700e-6
surface_strain = 1e-5
pressure_torr = 0.01
gas_mass = 28 * const.atomic_mass


def relaxation_strength(E, alpha, T, C):
    return E * alpha**2 * T / C


def zener_shape(x):
    return x / (1 + x**2)


def full_shape(x):
    xi = pi * np.sqrt(x / 2)
    ratio = (np.sinh(xi) + np.sin(xi)) / (np.cosh(xi) + np.cos(xi))
    return 6 / xi**2 - 6 * ratio / xi**3


Delta = relaxation_strength(E, alpha, T, C)
D = kappa / C
tau = h**2 / (pi**2 * D)

# --- Adiabatic stiffening from the constitutive and entropy equations
narrow = np.linalg.solve(np.array([[1 / E, alpha], [alpha * T, C]]),
                         np.array([1.0, 0.0]))
assert abs((narrow[0] / E - 1) / (Delta / (1 - Delta)) - 1) < 1e-8

# --- Young modulus and in-plane Poisson ratio along <110> from cubic constants
d = np.eye(3)
cubic = np.zeros((3, 3, 3, 3))
for i in range(3):
    cubic[i, i, i, i] = 1.0
stiffness = (c12 * np.einsum('ij,kl->ijkl', d, d)
             + c44 * (np.einsum('ik,jl->ijkl', d, d)
                      + np.einsum('il,jk->ijkl', d, d))
             + (c11 - c12 - 2 * c44) * cubic)
axis = np.array([1, 1, 0]) / np.sqrt(2)
side = np.array([1, -1, 0]) / np.sqrt(2)
strain = np.linalg.lstsq(stiffness.reshape(9, 9) / 1e9,
                         np.outer(axis, axis).ravel(), rcond=1e-10)[0]
strain = strain.reshape(3, 3)
E_cubic = 1e9 / (axis @ strain @ axis)
nu = -(side @ strain @ side) / (axis @ strain @ axis)
assert abs(E_cubic / E - 1) < 0.02  # rough constants have two or three digits

# --- Wide strip: transverse strain is blocked
wide_matrix = np.array([[1 / E, -nu / E, alpha],
                        [-nu / E, 1 / E, alpha],
                        [alpha * T, alpha * T, C]])
wide_ad = np.linalg.solve(wide_matrix, np.array([1.0, 0.0, 0.0]))[0]
wide_iso = np.linalg.solve(wide_matrix[:2, :2], np.array([1.0, 0.0]))[0]
wide_factor = (1 + nu) / (1 - nu)
# The formula is of leading order in Delta, hence the tolerance
assert abs((wide_ad / wide_iso - 1) / (Delta * wide_factor) - 1) < 5 * Delta


# --- Ring-down of one beam mode coupled to its discretized temperature field
def ringdown(x0, cells=240):
    """Time in tau, depth in h; returns (frequency*tau, Q)."""
    dy = 1 / cells
    y = (np.arange(cells) + 0.5) * dy - 0.5
    lap = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
           + np.diag(np.ones(cells - 1), -1))
    lap[0, 0] = lap[-1, -1] = -1
    lap /= dy**2
    A = np.zeros((cells + 2, cells + 2))
    A[0, 1] = 1
    A[1, 0] = -x0**2
    A[1, 2:] = x0**2 * Delta * 12 * y * dy
    A[2:, 1] = -y / (1 - Delta)
    A[2:, 2:] = lap / pi**2 / (1 - Delta)
    values = np.linalg.eigvals(A)
    lam = values[np.argmax(values.imag)]
    return lam.imag, lam.imag / (-2 * lam.real)


worst_ringdown = 0.0
for x0 in (0.2, 1.0, 5.0):
    x_mode, Q_mode = ringdown(x0)
    error = abs(Q_mode * Delta * full_shape(x_mode) - 1)
    worst_ringdown = max(worst_ringdown, error)
# Corrections of order Delta and the grid error set the tolerance
assert worst_ringdown < 2e-3

# --- Thermal-mode weights by projection, and their sum against closed form
for n in range(4):
    k = (2 * n + 1) * pi
    overlap = quad(lambda y: y * np.sin(k * y), -0.5, 0.5)[0]
    weight = overlap**2 / (0.5 * (1 / 12))
    assert abs(weight / (96 / k**4) - 1) < 1e-8
odd = 2 * np.arange(2000) + 1
weights = 96 / (pi * odd)**4
assert abs(weights.sum() - 1) < 1e-9
for x in (0.1, 1.0, 8.0):
    modal = np.sum(weights * zener_shape(x / odd**2))
    assert abs(modal / full_shape(x) - 1) < 1e-7

# --- Loss from the entropy production of the heat current
for x in (0.3, 1.0, 6.0):
    p = np.sqrt(1j * pi**2 * x)
    grad2 = quad(lambda y: abs(1 - np.cosh(p * y) / np.cosh(p / 2))**2,
                 -0.5, 0.5)[0]
    assert abs(12 * grad2 / (pi**2 * x) / full_shape(x) - 1) < 1e-7

# --- Minima of Q and the lower bound
options = {'xatol': 1e-9}
zener_peak = minimize_scalar(lambda x: -zener_shape(x), bounds=(0.1, 5),
                             method='bounded', options=options)
full_peak = minimize_scalar(lambda x: -full_shape(x), bounds=(0.1, 5),
                            method='bounded', options=options)
Q_zener = 2 / Delta
Q_full = 1 / (Delta * full_shape(full_peak.x))
assert abs(zener_peak.x - 1) < 1e-5
assert abs(-1 / (Delta * zener_peak.fun) / Q_zener - 1) < 1e-9
assert abs(Q_zener / 9500 - 1) < 0.01
scan = np.logspace(-2, 3, 4000)
assert np.all(1 / (Delta * full_shape(scan)) > Q_zener)
assert np.min(1 / (Delta * full_shape(scan))) > Q_full * (1 - 1e-9)
assert 1.005 < Q_full / Q_zener < 1.02

# --- First clamped-clamped bending mode, checked by beam finite elements
beta = brentq(lambda b: np.cos(b) - 1 / np.cosh(b), 4, 5)
elements = 12
le = 1 / elements
Ke = np.array([[12, 6*le, -12, 6*le], [6*le, 4*le**2, -6*le, 2*le**2],
               [-12, -6*le, 12, -6*le],
               [6*le, 2*le**2, -6*le, 4*le**2]]) / le**3
Me = np.array([[156, 22*le, 54, -13*le], [22*le, 4*le**2, 13*le, -3*le**2],
               [54, 13*le, 156, -22*le],
               [-13*le, -3*le**2, -22*le, 4*le**2]]) * le / 420
K = np.zeros((2 * elements + 2, 2 * elements + 2))
M = np.zeros_like(K)
for e in range(elements):
    s = slice(2 * e, 2 * e + 4)
    K[s, s] += Ke
    M[s, s] += Me
lowest = eigh(K[2:-2, 2:-2], M[2:-2, 2:-2], eigvals_only=True)[0]
assert abs(lowest**0.25 / beta - 1) < 1e-4
omega = beta**2 * np.sqrt(E * h**2 / (12 * rho)) / L**2
x_beam = omega * tau
f_beam = omega / (2 * pi)
Q_beam = 1 / (Delta * full_shape(x_beam))

# --- Mode shape: mean displacement, clamp force, heat flow along the beam
s_mode = (np.cosh(beta) - np.cos(beta)) / (np.sinh(beta) - np.sin(beta))


def shape(u):
    b = beta * u
    return np.cosh(b) - np.cos(b) - s_mode * (np.sinh(b) - np.sin(b))


def curvature(u):
    b = beta * u
    return beta**2 * (np.cosh(b) + np.cos(b)
                      - s_mode * (np.sinh(b) + np.sin(b)))


def third_derivative(u):
    b = beta * u
    return beta**3 * (np.sinh(b) - np.sin(b)
                      - s_mode * (np.cosh(b) + np.cos(b)))


mean_shape = quad(shape, 0, 1)[0]
norm = quad(lambda u: shape(u)**2, 0, 1)[0]
assert abs(norm - 1) < 1e-7
assert abs(abs(third_derivative(0)) / (beta**4 * mean_shape / 2) - 1) < 1e-7
q_squared = (quad(lambda u: third_derivative(u)**2, 0, 1)[0]
             / quad(lambda u: curvature(u)**2, 0, 1)[0]) / L**2
axial_fraction = q_squared * h**2 / pi**2


# --- Radiation into the support: power of a point force in an elastic solid
def radiated_power(force, omega, rho, cl, ct):
    return force**2 * omega**2 / (24 * pi * rho) * (1 / cl**3 + 2 / ct**3)


cl = np.sqrt(c11 / rho)
ct = np.sqrt((c11 - c12) / (2 * rho))
kl, kt = omega / cl, omega / ct
step = 0.01 / kt


def standing(r):
    return (kt * np.sinc(kt * r / pi) - kl * np.sinc(kl * r / pi))


second = 2 * (standing(step) - standing(0.0)) / step**2
green_imag = (kt**3 + second) / (4 * pi * rho * omega**2)
assert abs(0.5 * omega * green_imag
           / radiated_power(1.0, omega, rho, cl, ct) - 1) < 1e-3
mass = rho * width * h * L
total_force = omega**2 * mass * mean_shape     # per unit modal amplitude
stored = 0.5 * omega**2 * mass * norm
Q_support = omega * stored / (2 * radiated_power(total_force, omega,
                                                 rho, cl, ct))

# --- Free-molecular gas drag with specular reflection
def wall_pressure(u):
    gauss = lambda c: (c + u)**2 * np.exp(-c**2 / 2) / np.sqrt(2 * pi)
    return 2 * quad(gauss, -u, 12, epsabs=1e-12, epsrel=1e-12)[0]


drag_coefficient = 8 / np.sqrt(2 * pi)
u = 0.01
assert abs((wall_pressure(u) - wall_pressure(-u)) / u
           / drag_coefficient - 1) < 1e-3
pressure = pressure_torr * const.torr
thermal_speed = np.sqrt(const.k * T / gas_mass)
Q_gas = omega * rho * h * thermal_speed / (drag_coefficient * pressure)

# --- Further sizes
Q_total = 1 / (1 / Q_beam + 1 / Q_support + 1 / Q_gas)
Q_alpha_low = 2 / relaxation_strength(E, alpha + 0.05e-6, T, C)
Q_alpha_high = 2 / relaxation_strength(E, alpha - 0.05e-6, T, C)
Q_warm = 2 / relaxation_strength(E, alpha + 10 * alpha_slope, T + 10,
                                 C + 10 * C_slope)
theta_adiabatic = E * alpha * T * surface_strain / C
p = np.sqrt(1j * pi**2 * x_beam)
theta_surface = theta_adiabatic * abs(1 - np.tanh(p / 2) / (p / 2))
sound = 3 / (1 / cl + 2 / ct)
free_path = 3 * kappa / (C * sound)

print(f"Young modulus E = {E/1e9:.0f} GPa")
print(f"expansivity alpha = {alpha*1e6:.2f} 1e-6/K")
print(f"heat capacity C = {C/1e6:.2f} 1e6 J/m3K")
print(f"temperature T = {T:.0f} K")
print(f"E alpha^2 = {E*alpha**2:.5f} J/m3K2")
print(f"E alpha^2 T = {E*alpha**2*T:.2f} J/m3K")
print(f"relaxation strength Delta = {Delta:.4e}")
print(f"Zener minimum Q = 2/Delta = {Q_zener:.0f}")
print(f"first thermal-mode weight = {weights[0]:.5f}")
print(f"full-solution peak of loss/Delta = {full_shape(full_peak.x):.5f}")
print(f"full-solution peak at omega tau = {full_peak.x:.4f}")
print(f"full-solution peak at xi = {pi*np.sqrt(full_peak.x/2):.4f}")
print(f"full-solution minimum Q = {Q_full:.0f}")
print(f"full minimum above Zener minimum = {100*(Q_full/Q_zener-1):.2f} %")
print(f"largest ring-down mismatch = {worst_ringdown:.1e} (relative)")
print(f"rough conductivity = {kappa:.0f} W/mK")
print(f"rough density = {rho:.0f} kg/m3")
print(f"diffusivity D = {D*1e4:.3f} cm2/s")
print(f"beam length, thickness, width = {L*1e6:.0f}, {h*1e6:.0f}, "
      f"{width*1e6:.0f} um")
print(f"relaxation time tau = {tau*1e6:.4f} us")
print(f"Zener peak frequency = {1/(2*pi*tau)/1e3:.1f} kHz")
print(f"clamped-beam root beta = {beta:.5f}")
print(f"beam resonance = {f_beam/1e3:.1f} kHz")
print(f"omega tau at resonance = {x_beam:.4f}")
print(f"Zener Q at resonance = {1/(Delta*zener_shape(x_beam)):.0f}")
print(f"full thermoelastic Q at resonance = {Q_beam:.0f}")
print(f"Q if frequency is 5 % lower = "
      f"{1/(Delta*full_shape(0.95*x_beam)):.0f}")
print(f"chosen surface strain = {surface_strain:.0e}")
print(f"adiabatic surface temperature swing = {theta_adiabatic*1e3:.3f} mK")
print(f"actual surface temperature swing = {theta_surface*1e3:.3f} mK")
print(f"Zener minimum for alpha = 2.65e-6/K: {Q_alpha_low:.0f}")
print(f"Zener minimum for alpha = 2.55e-6/K: {Q_alpha_high:.0f}")
print(f"rough slope of alpha = {alpha_slope*1e9:.0f} 1e-9/K2")
print(f"rough slope of C = {C_slope:.0f} J/m3K2")
print(f"Zener minimum at 310 K = {Q_warm:.0f}")
print(f"rough c11, c12, c44 = {c11/1e9:.0f}, {c12/1e9:.0f}, "
      f"{c44/1e9:.0f} GPa")
print(f"<110> modulus from these = {E_cubic/1e9:.1f} GPa")
print(f"in-plane Poisson ratio = {nu:.3f}")
print(f"wide-strip factor on Delta = {wide_factor:.3f}")
print(f"wide-strip Zener minimum Q = {Q_zener/wide_factor:.0f}")
print(f"axial/transverse heat-flow rate = {100*axial_fraction:.2f} %")
print(f"gray phonon free path = {free_path*1e9:.0f} nm")
print(f"gray free path / thickness = {free_path/h:.4f}")
print(f"gas pressure = {pressure_torr:.2f} Torr")
print(f"gas-limited Q = {Q_gas:.1e}")
print(f"support-limited Q, order of magnitude = {Q_support:.0e}")
print(f"gas loss / thermoelastic loss = {100*Q_beam/Q_gas:.2f} %")
print(f"support loss / thermoelastic loss = {100*Q_beam/Q_support:.0f} %")
print(f"Q with gas and support estimates = {Q_total:.0f}")
print("PASS")
```

Output:

```
Young modulus E = 169 GPa
expansivity alpha = 2.60 1e-6/K
heat capacity C = 1.63 1e6 J/m3K
temperature T = 300 K
E alpha^2 = 1.14244 J/m3K2
E alpha^2 T = 342.73 J/m3K
relaxation strength Delta = 2.1027e-04
Zener minimum Q = 2/Delta = 9512
first thermal-mode weight = 0.98553
full-solution peak of loss/Delta = 0.49418
full-solution peak at omega tau = 1.0028
full-solution peak at xi = 2.2246
full-solution minimum Q = 9624
full minimum above Zener minimum = 1.18 %
largest ring-down mismatch = 1.8e-04 (relative)
rough conductivity = 150 W/mK
rough density = 2330 kg/m3
diffusivity D = 0.920 cm2/s
beam length, thickness, width = 700, 20, 20 um
relaxation time tau = 0.4404 us
Zener peak frequency = 361.4 kHz
clamped-beam root beta = 4.73004
beam resonance = 357.3 kHz
omega tau at resonance = 0.9888
Zener Q at resonance = 9512
full thermoelastic Q at resonance = 9625
Q if frequency is 5 % lower = 9644
chosen surface strain = 1e-05
adiabatic surface temperature swing = 0.809 mK
actual surface temperature swing = 0.468 mK
Zener minimum for alpha = 2.65e-6/K: 9156
Zener minimum for alpha = 2.55e-6/K: 9888
rough slope of alpha = 8 1e-9/K2
rough slope of C = 1700 J/m3K2
Zener minimum at 310 K = 8754
rough c11, c12, c44 = 166, 64, 80 GPa
<110> modulus from these = 169.7 GPa
in-plane Poisson ratio = 0.061
wide-strip factor on Delta = 1.129
wide-strip Zener minimum Q = 8424
axial/transverse heat-flow rate = 0.41 %
gray phonon free path = 50 nm
gray free path / thickness = 0.0025
gas pressure = 0.01 Torr
gas-limited Q = 7.3e+06
support-limited Q, order of magnitude = 4e+05
gas loss / thermoelastic loss = 0.13 %
support loss / thermoelastic loss = 2 %
Q with gas and support estimates = 9390
PASS
```
